# Landau-Level Density of States and the Three-Dimensional Quantum Limit

An electron gas of density $1\times10^{22}\ \mathrm{m^{-3}}$ has Fermi wavevector $6.665\times10^{7}\ \mathrm{m^{-1}}$ in zero field. In a field of 2.231 T the wavevector along the field is $2.911\times10^{7}\ \mathrm{m^{-1}}$, and at 4.463 T it is $1.456\times10^{7}\ \mathrm{m^{-1}}$. These values treat the two spin states as degenerate. The density has not changed, yet doubling the field has halved $k_F$. At both fields only the lowest Landau level is occupied, and it gains room in proportion to $B$, so fewer states along the field direction are needed to hold the same electrons. For degenerate spins the halving holds only above a threshold field, 1.116 T for this density, which is derived below. With spin splitting it sets in only once a single spin level holds all electrons; for the splitting used later ($\gamma=0.36$) that happens at 2.490 T, and between 2.231 T and 4.463 T the majority wavevector falls by a factor 1.72 rather than 2.

## Model and conventions

The electrons do not interact, have charge $-e$ with $e>0$, and have a parabolic band of isotropic mass $m$. The field $B>0$ points along $z$. Temperature is zero and the density $n$ is fixed unless stated otherwise. The two spin states are first taken as degenerate; their splitting is restored later. Define

$$
\omega_c=\frac{eB}{m},\qquad l^2=\frac{\hbar}{eB},\qquad \hbar\omega_c=\frac{\hbar^2}{ml^2}.
$$

The magnetic length $l$ is 25.66 nm at 1 T and varies as $B^{-1/2}$.

## Energies and degeneracy

The kinetic momentum of a charge $-e$ is $\mathbf p+e\mathbf A$. With $\mathbf A=(0,Bx,0)$, whose curl is $B$ along $z$,

$$
H=\frac{p_x^2+(p_y+eBx)^2+p_z^2}{2m}.
$$

Neither $y$ nor $z$ appears in $H$, so $p_y=\hbar k_y$ and $p_z=\hbar k_z$ are conserved. Taking $eB$ out of the bracket gives

$$
\frac{(\hbar k_y+eBx)^2}{2m}=\frac{m\omega_c^2}{2}(x-x_0)^2,\qquad x_0=-\frac{\hbar k_y}{eB}=-l^2k_y .
$$

The $x$ motion is a harmonic oscillator of frequency $\omega_c$ centred at $x_0$. Therefore

$$
E=E_N+\frac{\hbar^2k_z^2}{2m},\qquad E_N=\hbar\omega_c\left(N+\tfrac12\right),\quad N=0,1,2,\dots
$$

The energy does not depend on $k_y$, which therefore labels degenerate states. In a sample of sides $L_x,L_y$ with periodic conditions along $y$, neighbouring $k_y$ differ by $2\pi/L_y$, and neighbouring centres by $2\pi l^2/L_y$. The centres must lie within $L_x$. Neglecting edge states, which is justified for $L_x\gg l$, the number per area is

$$
\frac{1}{L_xL_y}\,\frac{L_x}{2\pi l^2/L_y}=\frac{1}{2\pi l^2}=\frac{eB}{h}.
$$

This is one state per flux quantum $h/e$, for each level and spin: $2.418\times10^{14}\ \mathrm{m^{-2}}$ at 1 T.

A lattice on a torus threaded by six flux quanta tests both results without using the oscillator. Its lowest three groups contain six states each, at mean energies 0.4959, 1.4796 and 2.4472 in units of $\hbar\omega_c$. These lie slightly below $N+\frac12$, by 2.1% for $N=2$. The lattice band $2t(1-\cos ka)=t(ka)^2-t(ka)^4/12+\dots$, with hopping $t$ and spacing $a$, lies below its parabola, and to first order the negative quartic term lowers each level.

## Density of states

Consider one Landau level and one spin, and let $\varepsilon=E-E_N>0$ be the energy of motion along $z$. In a length $L_z$ the allowed $k_z$ are spaced by $2\pi/L_z$. States with energy below $\varepsilon$ fill $-k<k_z<k$, where $k=\sqrt{2m\varepsilon}/\hbar$. Their number per length is $2k/2\pi=k/\pi$, and differentiation gives

$$
\frac{d}{d\varepsilon}\frac{k}{\pi}
=\frac{1}{\pi\hbar}\frac{d}{d\varepsilon}\sqrt{2m\varepsilon}
=\frac{1}{\pi\hbar}\sqrt{\frac{m}{2\varepsilon}} .
$$

Multiply by the areal degeneracy $eB/h=eB/(2\pi\hbar)$ and by 2 for spin, then sum over the levels below $E$. The prefactor is

$$
2\cdot\frac{eB}{2\pi\hbar}\cdot\frac{1}{\pi\hbar}\sqrt{\frac m2}
=\frac{eB}{\pi^2\hbar^2}\,\frac{\sqrt{2m}}{2},
$$

so that, per volume and energy,

$$
\boxed{D(E)=\frac{eB\sqrt{2m}}{2\pi^2\hbar^2}\sum_{E_N<E}\frac{1}{\sqrt{E-E_N}}}
$$

There are no states below $E_0=\hbar\omega_c/2$. Just above each $E_N$ the density of states diverges as an inverse square root, because the velocity along $z$ vanishes there. The number of states remains finite, since $\int_0^{\delta}\varepsilon^{-1/2}d\varepsilon=2\sqrt\delta$.

### Recovery of the zero-field result

Write $C$ for the prefactor of the sum and average $D$ from one edge $E_M$ to the next, $E_{M+1}$. Each level $N\le M$ contributes an elementary integral. With $j=M-N$,

$$
\int_{E_M}^{E_{M+1}}\!\!D\,dE
=2C\sqrt{\hbar\omega_c}\sum_{j=0}^{M}\left(\sqrt{j+1}-\sqrt j\right)
=2C\sqrt{\hbar\omega_c}\,\sqrt{M+1}.
$$

The sum telescopes. The midpoint of the interval is $\bar E=(M+1)\hbar\omega_c$, so the right side equals $2C\sqrt{\bar E}$. Dividing by the width $\hbar\omega_c=\hbar eB/m$,

$$
\langle D\rangle=\frac{2Cm}{\hbar eB}\sqrt{\bar E}
=\frac{m\sqrt{2m}}{\pi^2\hbar^3}\sqrt{\bar E}
=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\!\sqrt{\bar E}\equiv D_0(\bar E).
$$

This is the zero-field density of states at the midpoint. For degenerate spins and intervals running from edge to edge, the equality holds for every $M$, not merely for large $M$. The comparison is with $D_0$ at the midpoint, not with the average of $D_0$ over the interval. Because $\sqrt E$ is concave, each interval holds slightly more states than it does in zero field, while the range below $E_0$ holds none. As $B\to0$ the intervals shrink and the averaged curve becomes $D_0(E)$.

## The quantum limit

Suppose that only $N=0$ is occupied, with both spins filled up to the same $k_F$. The density is the areal degeneracy times the filled states per length:

$$
n=2\cdot\frac{eB}{h}\cdot\frac{2k_F}{2\pi}=\frac{2eBk_F}{\pi h}.
$$

Solving for $k_F$ and using $h=2\pi\hbar$,

$$
\boxed{k_F=\frac{\pi^2\hbar n}{eB}=\pi^2l^2n}
$$

The mass is absent because this is a count of states. The mass enters the Fermi energy measured from the bottom of the level,

$$
\varepsilon_F=\frac{\hbar^2k_F^2}{2m}=\frac{\pi^4\hbar^4n^2}{2me^2B^2}.
$$

Measured from the zero-field band edge, the Fermi energy is $\hbar\omega_c/2+\varepsilon_F$. At fixed $B$ the density varies as $\varepsilon_F^{1/2}$, hence

$$
D(E_F)=\frac{dn}{d\varepsilon_F}=\frac{n}{2\varepsilon_F}\propto B^2 .
$$

### The threshold field

The assumption of one occupied level is consistent while $\varepsilon_F<\hbar\omega_c$. At equality,

$$
\frac{\hbar^2k_F^2}{2m}=\frac{\hbar^2}{ml^2}
\quad\Longrightarrow\quad k_Fl=\sqrt2 .
$$

The mass cancels because both energies are proportional to $1/m$. Inserting $k_F=\pi^2l^2n$ gives $\pi^2l^3n=\sqrt2$. Then $l^{-2}=(\pi^2n/\sqrt2)^{2/3}$, and $B=\hbar/(el^2)$ yields

$$
\boxed{B_Q=\frac{\hbar}{e}\left(\frac{\pi^2n}{\sqrt2}\right)^{2/3}}
$$

A tempting estimate sets $\hbar\omega_c$ equal to the zero-field Fermi energy $E_F^{(0)}$. It has the right power of $n$ but a different prefactor. At $B_Q$ the electrons fill the first interval, from $E_0$ to $E_1$, whose midpoint is $\hbar\omega_c$. The averaging result therefore gives $n=\hbar\omega_cD_0(\hbar\omega_c)$. The zero-field density up to energy $E$ is $\int_0^ED_0\,dE'=\frac23ED_0(E)$, which varies as $E^{3/2}$. Thus $n$ is $\frac32$ times the zero-field density up to $\hbar\omega_c$, and

$$
E_F^{(0)}=\left(\tfrac32\right)^{2/3}\hbar\omega_c\quad\text{at }B=B_Q .
$$

The true threshold is $(2/3)^{2/3}=0.763$ times the crude estimate.

## Estimates for three densities

The densities below are round model values that represent orders of magnitude, not measured samples. For the InSb-like density, $n=1\times10^{22}\ \mathrm{m^{-3}}$ ($10^{16}\ \mathrm{cm^{-3}}$), the threshold length is

$$
l=\left(\frac{\sqrt2}{\pi^2\times10^{22}}\right)^{1/3}\mathrm{m}=24.29\ \mathrm{nm},
\qquad
B_Q=\left(\frac{25.66}{24.29}\right)^2\mathrm{T}=1.116\ \mathrm{T}.
$$

The bismuth-like density, $3\times10^{23}\ \mathrm{m^{-3}}$, is 30 times larger. The field rises by $30^{2/3}=9.65$, to 10.77 T, if all electrons share one isotropic valley. A metallic density of $1\times10^{29}\ \mathrm{m^{-3}}$ would need $5.2\times10^4$ T with degenerate spins; for $m=m_e$ and $g=2$ the Zeeman splitting equals $\hbar\omega_c$, and the spin section below raises this by $2^{2/3}$ to $8.2\times10^4$ T. Low density brings the quantum limit within reach; in this isotropic model with degenerate spins a small mass does not lower the threshold. Once the spins are split, the mass enters through the ratio $\gamma$ defined below.

A small mass does widen the energy scales. With the round value $m=0.02\,m_e$ and the InSb-like density:

| $B$ (T) | $k_F$ ($10^7\ \mathrm{m^{-1}}$) | $\hbar\omega_c$ (meV) | $\varepsilon_F$ (meV) | $\varepsilon_F/k_B$ (K) |
|---|---|---|---|---|
| 1.116 | 5.823 | 6.458 | 6.458 | 74.9 |
| 2.231 | 2.911 | 12.92 | 1.615 | 18.7 |
| 4.463 | 1.456 | 25.83 | 0.404 | 4.7 |

Each doubling of $B$ halves $k_F$ and divides $\varepsilon_F$ by four. A sharp Fermi wavevector requires $k_BT\ll\varepsilon_F$, a condition that tightens as the field grows. At 4.463 T a temperature of 4.7 K already equals the Fermi scale, although $\hbar\omega_c$ is far larger. The electrons then remain in $N=0$, but their distribution no longer has a sharp Fermi edge. These scales assume degenerate spins. With the splitting $\gamma=0.36$ used below, the gas at 4.463 T is fully polarized, $k_F$ is twice and $\varepsilon_F$ four times the tabulated value, and the Fermi scale is 18.7 K.

The density of states at the Fermi level is $1.772\times10^{21}\ \mathrm{m^{-3}\,meV^{-1}}$ in zero field. At $2B_Q$ it is $10^{22}/(2\times1.6146)=3.097\times10^{21}$ in the same unit, and at $4B_Q$ it is four times that. Extrapolated down to just above $B_Q$, the $B^2$ law gives $0.77\times10^{21}$, which is below the zero-field value. Entering the quantum limit does not by itself raise $D(E_F)$; the rise comes with further increase of the field.

### Below the threshold

When several levels are occupied they share one Fermi energy. Let $k_0$ be the wavevector of $N=0$. Level $N$ has $k_N^2=k_0^2-2N/l^2$, because its bottom lies higher by $N\hbar\omega_c=N\hbar^2/(ml^2)$. Adding the densities and multiplying by $\pi^2l^3$,

$$
\pi^2l^3n=\sum_{2N<(k_0l)^2}\sqrt{(k_0l)^2-2N}.
$$

At $B_Q/2=0.558$ T the left side is $\sqrt2\times2^{3/2}=4$. Filling explicit states in order of energy gives $k_0=5.975\times10^7\ \mathrm{m^{-1}}$. With $l=\sqrt2\times24.29=34.35$ nm this means $k_0l=2.052$, and the sum is $2.052+1.487+0.460=4.00$. Three levels are occupied. The $n/B$ law would give $1.165\times10^8\ \mathrm{m^{-1}}$, almost twice the correct value.

## Spin splitting

Let the Zeeman splitting be $\gamma\hbar\omega_c$ with $0<\gamma\le1$. For an effective factor $g^*$ the splitting is $|g^*|e\hbar B/(2m_e)$, so $\gamma=|g^*|m/(2m_e)$ does not depend on $B$. Relative to the lowest level, the other spin state of $N=0$ lies at $\gamma\hbar\omega_c$, and $N=1$ begins at $\hbar\omega_c$.

While only the two $N=0$ spin levels are occupied, with wavevectors $k_1>k_2$, each contributes $(eB/h)(k_i/\pi)=k_i/(2\pi^2l^2)$. Together with the common Fermi energy this gives

$$
k_1+k_2=2\pi^2l^2n,\qquad k_1^2-k_2^2=\frac{2\gamma}{l^2}.
$$

The sum follows $n/B$, but the separate wavevectors do not. There are now two thresholds.

**Emptying of $N=1$.** Here $\varepsilon_F=\hbar\omega_c$, so $k_1l=\sqrt2$ and $k_2l=\sqrt{2(1-\gamma)}$. Inserting these in the sum rule gives $2\pi^2l^3n=\sqrt2\,(1+\sqrt{1-\gamma})$, hence

$$
B_{\rm orb}=\frac{\hbar}{e}\left[\frac{\sqrt2\,\pi^2n}{1+\sqrt{1-\gamma}}\right]^{2/3}.
$$

**Full polarization.** Here $\varepsilon_F=\gamma\hbar\omega_c$, so $k_1l=\sqrt{2\gamma}$ and $k_2=0$. Then $2\pi^2l^3n=\sqrt{2\gamma}$, hence

$$
B_{\rm pol}=\frac{\hbar}{e}\left[\frac{\sqrt2\,\pi^2n}{\sqrt\gamma}\right]^{2/3}.
$$

Above $B_{\rm pol}$ a single spin level holds all electrons and $k_F=2\pi^2l^2n$, twice the spin-degenerate value. As $\gamma\to0$, $B_{\rm orb}$ returns to $B_Q$ while $B_{\rm pol}$ diverges: without splitting there is no polarization.

For the InSb-like density and the round value $\gamma=0.36$, the thresholds are $B_Q(2/1.8)^{2/3}=1.197$ T and $B_Q(2/0.6)^{2/3}=2.490$ T. For this $\gamma$ the first threshold lies 7% above $B_Q$, and polarization needs about twice that field. Both ratios depend on $\gamma$: at $\gamma=1$ the two thresholds coincide at $2^{2/3}B_Q$. At 1.5 T, between them, the sum is $8.662\times10^7\ \mathrm{m^{-1}}$. Dividing the difference of squares by this sum gives $k_1-k_2=1.894\times10^7\ \mathrm{m^{-1}}$. Half the sum plus or minus half the difference yields $k_1=5.278\times10^7$ and $k_2=3.384\times10^7\ \mathrm{m^{-1}}$.

## Valleys and anisotropic mass

Let there be $v$ equivalent valleys, each holding $n/v$ electrons, with the field along a principal axis of every mass ellipsoid. The transverse Hamiltonian is $p_x^2/2m_x+(p_y+eBx)^2/2m_y$. It describes a particle of mass $m_x$ in a spring of constant $e^2B^2/m_y$, so $\omega_c=eB/\sqrt{m_xm_y}$. The centre is still $x_0=-l^2k_y$, and the degeneracy remains $eB/h$. With degenerate spins $k_F=\pi^2l^2n/v$. The threshold condition becomes

$$
\frac{\hbar^2k_F^2}{2m_z}=\frac{\hbar eB}{\sqrt{m_xm_y}}
\quad\Longrightarrow\quad (k_Fl)^2=2r,\qquad r=\frac{m_z}{\sqrt{m_xm_y}}.
$$

Therefore $\pi^2l^3n/v=\sqrt{2r}$, and

$$
B_Q=\frac{\hbar}{e}\left(\frac{\pi^2n}{v\sqrt{2r}}\right)^{2/3}\propto v^{-2/3}r^{-1/3}.
$$

The overall mass scale still cancels, but the mass ratio does not. A heavy mass along the field lowers the kinetic energy for a given $k_F$, and light transverse masses widen the level spacing; both lower the threshold.

For the bismuth-like density, three valleys with $r=1$ reduce 10.77 T to $10.77/3^{2/3}=5.18$ T. Taking $r=8$ halves this to 2.59 T, while $r=1/8$ doubles it to 10.36 T. This range, a few tesla to about ten tesla, reflects only the assumed values of $r$ and degenerate spins; at $\gamma=1$ all three fields rise by $2^{2/3}$, to 4.11, 8.22 and 16.4 T for $r=8$, 1 and $1/8$. It is not a prediction for crystalline bismuth, whose tilted ellipsoids, inequivalent valleys, non-parabolic bands, holes and electron spin splitting comparable to $\hbar\omega_c$ are absent here.

## Implementation and range of validity

To find the Fermi energy at arbitrary field, use the integrated density rather than quadrature over the divergent $D(E)$. For degenerate spins and one isotropic valley it is

$$
n(E)=\frac{1}{\pi^2l^2}\sum_{E_N<E}\frac{\sqrt{2m(E-E_N)}}{\hbar}.
$$

This function is continuous and increases with $E$ above $E_0$, so $n(E_F)=n$ has one root. The root lies above $E_0$ and no higher than $E_0+\hbar^2(\pi^2l^2n)^2/2m$, because $N=0$ alone would already supply the density there. When only $N=0$ is occupied, the root equals this upper bound. A bracketing solver should therefore be given a slightly larger upper end, or rounding may hide the sign change. If $D(E)$ itself must be integrated, every $E_N$ should be a breakpoint.

The threshold formulas were tested by filling explicit box states in order of energy and locating the field at which the next level empties. For the bismuth-like and InSb-like cases above, the thresholds agree within 0.2% of the formula values. The remaining values are in the numerical output.

Three physical conditions limit the use of $k_F\propto n/B$:

- **The density must be fixed.** In a semimetal the field can transfer carriers between pockets. In a doped semiconductor at low temperature, a strong field can bind electrons to their donors, which is called magnetic freeze-out. The state count still holds for each pocket with its actual density $n(B)$, but $k_F$ then need not vary as $1/B$. If a reservoir instead fixes the chemical potential $\mu$ relative to the zero-field band edge, then $k_F=\sqrt{2m(\mu-\hbar\omega_c/2)}/\hbar$ for $N=0$, and the density adjusts.
- **The levels must be sharp.** Disorder of energy width $\Gamma$ rounds the divergences. A well-defined $k_F$ needs $\Gamma\ll\varepsilon_F$, which becomes harder to satisfy as $\varepsilon_F$ falls as $B^{-2}$.
- **Interactions must be unimportant.** They are omitted throughout, and the shrinking kinetic scale $\varepsilon_F$ makes this assumption less secure at high field. For the InSb-like density and a relative permittivity of 17, the Coulomb energy of two electrons a distance $n^{-1/3}$ apart is about 1.8 meV. With degenerate spins this exceeds the $\varepsilon_F$ of 1.6 meV at 2.231 T. With $\gamma=0.36$ the majority-spin $\varepsilon_F$ is 4.8 meV at that field and 1.6 meV at 4.463 T. In both cases the two energies are comparable, so the high-field rows of the table are values of the free-electron model, not predictions for a sample.

## Computed results

```
Lattice torus, 6 flux quanta: level, states, energy/(hbar wc)
  N = 0: 6 states, mean energy 0.4959
  N = 1: 6 states, mean energy 1.4796
  N = 2: 6 states, mean energy 2.4472
Weak-field average D / zero-field D: 1.000000
States per area, level and spin at 1 T: 2.4180e+14 m^-2
Magnetic length at 1 T: 25.66 nm
Quantum-limit field B_Q, one valley, degenerate spins
  bismuth-like: n = 3.0e+23 m^-3, B_Q = 10.77 T
  InSb-like: n = 1.0e+22 m^-3, B_Q = 1.116 T
  metallic: n = 1.0e+29 m^-3, B_Q = 5.179e+04 T
Bismuth-like density, 3 equivalent valleys
  r = 8: B_Q = 2.59 T
  r = 1: B_Q = 5.18 T
  r = 0.125: B_Q = 10.36 T
InSb-like density, gamma = 0.36
  N = 1 empties at 1.197 T
  full spin polarization at 2.490 T
  at 1.5 T: k1 = 5.278e+07 m^-1, k2 = 3.384e+07 m^-1
  at 1.5 T: k1 + k2 = 8.662e+07 m^-1
InSb-like density, degenerate spins, m = 0.02 m_e
  zero field: kF = 6.665e+07 m^-1, E_F = 8.463 meV
  zero field: D(E_F) = 1.772e+21 m^-3 meV^-1
  field where hbar wc = zero-field E_F: 1.462 T
  B_Q / that field: 0.7631
  B = 1 B_Q = 1.116 T: l = 24.29 nm, kF = 5.823e+07 m^-1
    hbar wc = 6.458 meV, eps_F = 6.4582 meV, eps_F/k_B = 74.94 K
  B = 2 B_Q = 2.231 T: l = 17.17 nm, kF = 2.911e+07 m^-1
    hbar wc = 12.916 meV, eps_F = 1.6146 meV, eps_F/k_B = 18.74 K
    D(E_F) = 3.097e+21 m^-3 meV^-1
  B = 4 B_Q = 4.463 T: l = 12.14 nm, kF = 1.456e+07 m^-1
    hbar wc = 25.833 meV, eps_F = 0.4036 meV, eps_F/k_B = 4.68 K
    D(E_F) = 1.239e+22 m^-3 meV^-1
At B_Q/2 = 0.558 T: filled N = 0 wavevector 5.975e+07 m^-1
  n/B law would give 1.165e+08 m^-1
At 2 B_Q: kF from explicit filling 2.910e+07 m^-1
```
